# The Pandya transformation and the 2p⁵3s levels of neon-like ions

**Q.** A neon-like ion excited to $2p^5 3s$ has nine electrons in closed or nearly closed shells and one outside. You want to treat it as two bodies, a 3s electron and a 2p hole. Why should I believe that a hole can be coupled to good angular momentum like a particle?

**A.** Because a suitable hole operator transforms like one. Let $|C\rangle$ be the closed-shell determinant $1s^22s^22p^6$, let $a^\dagger_{bm}$ create an electron in shell $b$ with projection $m$, and define

$$\tilde a_{bm}=(-1)^{j_b+m}a_{b,-m}.$$

Write $J_+=\sum_m c(m)\,a^\dagger_{b,m+1}a_{bm}$ with $c(m)=\sqrt{j_b(j_b+1)-m(m+1)}$. The anticommutators give $[J_+,a_{bm}]=-c(m-1)\,a_{b,m-1}$. Hence

$$[J_+,\tilde a_{bm}]=-(-1)^{j_b+m}c(-m-1)\,a_{b,-m-1}=c(m)\,\tilde a_{b,m+1},$$

since $c(-m-1)=c(m)$ and the minus sign turns $(-1)^{j_b+m}$ into $(-1)^{j_b+m+1}$. This is the rule obeyed by $a^\dagger_{bm}$; $J_-$ works the same way, and $[J_z,\tilde a_{bm}]=m\tilde a_{bm}$. As $|C\rangle$ has zero angular momentum, the states

$$|ab^{-1};JM\rangle=\sum_{m_am_b}\langle j_am_aj_bm_b|JM\rangle\,a^\dagger_{am_a}\tilde a_{bm_b}|C\rangle$$

have good $J$ and $M$. Here $a,c$ denote empty shells and $b,d$ filled ones.

**Q.** Then the energy is a particle energy, minus a hole energy, plus an interaction. What is the interaction, and where does its sign come from?

**A.** Order the Hamiltonian relative to $|C\rangle$. With $p,q,r,s$ labelling single spinors and braces denoting that order,

$$H=E_C+\sum_{pq}F_{pq}\{a_p^\dagger a_q\}+\tfrac14\sum_{pqrs}\langle pq\|rs\rangle\{a_p^\dagger a_q^\dagger a_sa_r\}.$$

$F$ is the closed-shell Fock operator and $\langle pq\|rs\rangle=\langle pq|g|rs\rangle-\langle pq|g|sr\rangle$, with $g=1/r_{12}$. Take the element between $a_a^\dagger a_b|C\rangle$ and $a_c^\dagger a_d|C\rangle$, the letters now including projections.

The one-body term can move the particle, giving $\delta_{bd}F_{ac}$. It can also move the hole. For filled spinors $\{a_p^\dagger a_q\}=-a_qa_p^\dagger$, so this gives $-\delta_{ac}F_{db}$.

The two-body term must remove $c$, refill $d$, empty $b$ and create $a$. Four equal terms cancel the factor $\tfrac14$, leaving $\langle ad\|cb\rangle\{a_a^\dagger a_d^\dagger a_ba_c\}$. In the required order $a_d^\dagger$, which destroys a hole, stands to the right of $a_b$, which makes one:

$$\{a_a^\dagger a_d^\dagger a_ba_c\}=-a_a^\dagger a_ba_d^\dagger a_c .$$

Acting on $a_c^\dagger a_d|C\rangle$, the operators $a_d^\dagger a_c$ restore $|C\rangle$, and $a_a^\dagger a_b$ then makes the bra state. Therefore

$$\langle H\rangle=\delta_{ac}\delta_{bd}E_C+\delta_{bd}F_{ac}-\delta_{ac}F_{db}-\langle ad\|cb\rangle .$$

The minus sign is one exchange of fermion operators. Physically, the particle in $F$ feels a full shell, and the last term removes its interaction with the missing electron.

**Q.** That is a formula in projections. Pair energies are tabulated for coupled pairs $|ad;J'\rangle$, in which $a$ is coupled to $d$. Your states couple $a$ to $b$.

**A.** The change of partners is a 6j symbol. Let $V^{J'}_{ad,cb}=\langle ad;J'|V|cb;J'\rangle$ be the antisymmetrized element between Clebsch-Gordan-coupled pairs. Since $a\neq d$ and $c\neq b$ (one shell is empty, the other filled), no normalization for equivalent electrons arises. The hole operators carry projections $-m_b$ and $-m_d$, so the interaction part is

$$\begin{aligned}v_J=-\sum_{m,J'}&(-1)^{j_b+m_b+j_d+m_d}\langle j_am_aj_bm_b|JM\rangle\langle j_cm_cj_dm_d|JM\rangle\\&\times\langle j_am_aj_d{-m_d}|J'M'\rangle\langle j_cm_cj_b{-m_b}|J'M'\rangle V^{J'}_{ad,cb}.\end{aligned}$$

Rotational invariance makes $v_J$ independent of $M$, so I may sum over $M$ and divide by $2J+1$. Now insert

$$\langle j_1m_1j_2m_2|JM\rangle=(-1)^{j_1-j_2+M}\sqrt{2J+1}\begin{pmatrix}j_1&j_2&J\\m_1&m_2&-M\end{pmatrix}.$$

The four conversion phases have total exponent $2j_a+2j_c-2j_b-2j_d+2M+2M'$. The four $2j$ are odd and $M,M'$ are integers, so the exponent is even. The roots give $(2J+1)(2J'+1)$. There remain the phase $(-1)^{j_b+j_d+m_b+m_d}$ and the product

$$\begin{pmatrix}j_a&j_b&J\\m_a&m_b&-M\end{pmatrix}\begin{pmatrix}j_c&j_d&J\\m_c&m_d&-M\end{pmatrix}\begin{pmatrix}j_a&j_d&J'\\m_a&-m_d&-M'\end{pmatrix}\begin{pmatrix}j_c&j_b&J'\\m_c&-m_b&-M'\end{pmatrix}.$$

**Q.** A product of four 3j symbols is a 6j symbol only if the phase is right. Show it.

**A.** The definition is

$$\begin{aligned}\begin{Bmatrix}j_1&j_2&j_3\\j_4&j_5&j_6\end{Bmatrix}=\sum_{\mu}&(-1)^{\sum_i(j_i-\mu_i)}\begin{pmatrix}j_1&j_2&j_3\\-\mu_1&-\mu_2&-\mu_3\end{pmatrix}\begin{pmatrix}j_1&j_5&j_6\\\mu_1&-\mu_5&\mu_6\end{pmatrix}\\&\times\begin{pmatrix}j_4&j_2&j_6\\\mu_4&\mu_2&-\mu_6\end{pmatrix}\begin{pmatrix}j_4&j_5&j_3\\-\mu_4&\mu_5&\mu_3\end{pmatrix}.\end{aligned}$$

Set $(j_1,\dots,j_6)=(j_a,j_b,J,j_c,j_d,J')$ and $(\mu_1,\dots,\mu_6)=(-m_a,-m_b,M,m_c,-m_d,M')$. My first and fourth symbols then match directly. My second and third match after all their projections change sign, which costs $(-1)^{j_c+j_d+J}$ and $(-1)^{j_a+j_d+J'}$. My total exponent is

$$j_a+j_b+j_c+3j_d+J+J'+m_b+m_d .$$

In the definition, $M=m_a+m_b$ and $M'=m_c-m_b$ give $\sum_i\mu_i=2m_c-m_b-m_d$, so its exponent is

$$j_a+j_b+j_c+j_d+J+J'-2m_c+m_b+m_d .$$

The difference, $2j_d+2m_c$, is a sum of two odd numbers and hence even. The phases agree. After division by $2J+1$,

$$\boxed{v_J(ab^{-1},cd^{-1})=-\sum_{J'}(2J'+1)\begin{Bmatrix}j_a&j_b&J\\j_c&j_d&J'\end{Bmatrix}V^{J'}_{ad,cb}}$$

This is the Pandya transformation. It holds for any rotationally invariant two-body interaction and a closed-shell reference. Multiplying by $(2J+1)$ times the same 6j symbol and summing over $J$, 6j orthogonality gives the inverse,

$$V^{J'}_{ad,cb}=-\sum_J(2J+1)\begin{Bmatrix}j_a&j_b&J\\j_c&j_d&J'\end{Bmatrix}v_J .$$

With four different $j$ and a random interaction, the transformation was tested against the explicit projection sum, and the inverse, applied to the result, returned the original pair elements.

**Q.** Now the ion. The orbitals are Dirac spinors with large and small components of different orbital angular momentum. Does that not spoil the simple angular integrals?

**A.** No. The small component's angular function is, up to sign, $\sigma\cdot\hat r$ times that of the large one. The multipole operators $C_{kq}$ in

$$\frac1{r_{12}}=\sum_k\frac{r_<^k}{r_>^{k+1}}\sum_qC_{kq}(1)C^*_{kq}(2)$$

commute with $\sigma\cdot\hat r$, whose square is one. Both components therefore share one angular factor, and the radial density is $\rho_{ac}=P_aP_c+Q_aQ_c$. The radial integral is

$$R^k(ad,cb)=\iint\rho_{ac}(r_1)\frac{r_<^k}{r_>^{k+1}}\rho_{db}(r_2)\,dr_1dr_2 .$$

For a pair 3s, 2p the direct term has a 3s–3s density. Parity requires even $k$ and $j=\tfrac12$ allows $k\le1$, so $k=0$, giving $F^0_j=R^0(sp_j,sp_j)$. The exchange term has 3s–2p densities. Parity requires odd $k$ and the angular momenta allow $k\le2$, so $k=1$. I write $R^1_{bd}=R^1(sd,bs)$, with both 2p radial functions given the same sign.

**Q.** Give me the pair energies, then, without quoting a recoupling theorem.

**A.** The elements of $C_{1q}$ between 3s spin-up and the 2p spinors suffice. With $|p_{1/2}\tfrac12\rangle=\sqrt{2/3}\,Y_{11}{\downarrow}-\sqrt{1/3}\,Y_{10}{\uparrow}$ and its companions, they are

- $p_{3/2}$, $m=\tfrac32,\tfrac12,-\tfrac12$: $-1/\sqrt3,\ \sqrt2/3,\ -1/3$;
- $p_{1/2}$, $m=\tfrac12,-\tfrac12$: $-1/3,\ \sqrt2/3$.

For $p_{3/2}$ the stretched state $J'=2$ is one product, 3s up with $m=\tfrac32$. Its exchange energy is $R^1/3$, so $V^2=F^0-R^1/3$. The trace over all eight pair states contains the sum of squares, $2(\tfrac13+\tfrac29+\tfrac19)=\tfrac43$, the 2 counting both 3s spins. Thus $5V^2+3V^1=8F^0-\tfrac43R^1$, and $V^1=F^0+R^1/9$.

For $p_{1/2}$ the stretched state is $J'=1$, with $V^1=F^0-R^1/9$. The trace is $3V^1+V^0=4F^0-\tfrac23R^1$, so $V^0=F^0-R^1/3$.

There is also an element between the two 2p shells, with bra $|s\,p_{1/2}\rangle$ and ket $|s\,p_{3/2}\rangle$. They share $J'=1$ only. At $M'=1$ the bra is one product, and the ket is $\tfrac12|{\uparrow},\tfrac12\rangle-\tfrac{\sqrt3}2|{\downarrow},\tfrac32\rangle$. The direct term vanishes. Using $\langle s{\downarrow}|C_{1,-1}|p_{1/2}\tfrac12\rangle=-\sqrt2/3$,

$$V^1_{\rm mix}=-R^1\left[\frac12\,\frac{\sqrt2}3\left(-\frac13\right)-\frac{\sqrt3}2\left(-\frac1{\sqrt3}\right)\left(-\frac{\sqrt2}3\right)\right]=\frac{2\sqrt2}9R^1 .$$

**Q.** And after the transformation?

**A.** For the $2p_{3/2}$ hole the 6j symbols for $J'=1,2$ are $-\tfrac1{12},\tfrac14$ when $J=1$, and $\tfrac14,\tfrac1{20}$ when $J=2$. So

$$v_1=\tfrac14V^1-\tfrac54V^2=-F^0+\left(\tfrac1{36}+\tfrac5{12}\right)R^1=-F^0+\tfrac49R^1,$$

$$v_2=-\tfrac34V^1-\tfrac14V^2=-F^0+\left(-\tfrac1{12}+\tfrac1{12}\right)R^1=-F^0 .$$

For the $2p_{1/2}$ hole the symbols for $J'=0,1$ are $-\tfrac12,\tfrac12$ when $J=0$, and $\tfrac12,\tfrac16$ when $J=1$:

$$v_0=\tfrac12V^0-\tfrac32V^1=-F^0,\qquad v_1=-\tfrac12V^0-\tfrac12V^1=-F^0+\tfrac29R^1 .$$

The mixed symbol is $-\tfrac13$, so $v_1^{\rm mix}=-3(-\tfrac13)V^1_{\rm mix}=\tfrac{2\sqrt2}9R^1$.

**Q.** Every pair energy contained exchange, yet it has vanished for $J=0$ and $J=2$. Is that an accident of the numbers?

**A.** No. In $-\langle ad\|cb\rangle$ the exchange part is $+\langle ad|g|bc\rangle$: one electron goes from $b$ to $a$, the other from $c$ to $d$. The element factorizes into two transitions, each coupled to $J$. With the Wigner-Eckart theorem in the form

$$\langle am_a|C_{kq}|b\,{-m_b}\rangle=(-1)^{j_a-m_a}\begin{pmatrix}j_a&k&j_b\\-m_a&q&-m_b\end{pmatrix}\langle a\|C^k\|b\rangle,$$

exchange two columns and reverse all projections; the two phases cancel. The remaining phases, including that of the Clebsch-Gordan coefficient, have exponent $2j_a-m_a+m_b+M=2j_a+2m_b$, which is even. Orthogonality of the 3j symbols then gives

$$\sum_{m_am_b}\langle j_am_aj_bm_b|JM\rangle(-1)^{j_b+m_b}\langle am_a|C_{kq}|b\,{-m_b}\rangle=\delta_{kJ}\delta_{qM}\frac{\langle a\|C^J\|b\rangle}{\sqrt{2J+1}} .$$

The repulsive part of $v_J$ is therefore

$$\frac{\langle a\|C^J\|b\rangle\langle c\|C^J\|d\rangle}{2J+1}R^J(ad,bc).$$

A single multipole, $k=J$, survives. Between 3s and 2p that is $k=1$, hence $J=1$. The reduced elements are $-2/\sqrt3$ for $p_{3/2}$ and $-\sqrt{2/3}$ for $p_{1/2}$; their products divided by 3 are $\tfrac49,\tfrac29$ and $\tfrac{2\sqrt2}9$, as found from the pair energies.

**Q.** Then what are the levels?

**A.** Let $\Delta_j=\langle3s|F|3s\rangle-\varepsilon_{2p_j}$. Relative to $E_C$, within this one configuration,

$$E_2=\Delta_{3/2}-F^0_{3/2},\qquad E_0=\Delta_{1/2}-F^0_{1/2},$$

$$H_1=\begin{pmatrix}\Delta_{3/2}-F^0_{3/2}+\tfrac49R^1_{33}&\tfrac{2\sqrt2}9R^1_{31}\\\tfrac{2\sqrt2}9R^1_{31}&\Delta_{1/2}-F^0_{1/2}+\tfrac29R^1_{11}\end{pmatrix},$$

where the indices 3 and 1 stand for $2p_{3/2}$ and $2p_{1/2}$. Rotational symmetry forbids a Fock element between the two 2p shells.

**Q.** Which 3s orbital? The one from $F$ sees ten electrons, but the real one sees nine.

**A.** That is why $\langle3s|F|3s\rangle$ is an expectation value, not an eigenvalue. The core comes from the Dirac-Hartree-Fock equations of the closed-shell ion with a point nucleus. The 3s orbital minimizes the mean energy of the twelve $2p^53s$ states, among positive-energy orbitals orthogonal to the frozen 1s and 2s. The mean interaction is $-\tfrac16$ of that with the full 2p shells, so 3s moves in the field of $\tfrac56$ of them.

For Fe$^{16+}$, in hartree, $\Delta_{3/2}=28.52121$ and $\Delta_{1/2}=29.00335$. I keep five decimals so that the arithmetic can be followed. The $p_{3/2}$ pair energies are $V^1=1.82436$ and $V^2=1.74145$, giving

$$v_1=0.25(1.82436)-1.25(1.74145)=-1.72072,$$

$$v_2=-0.75(1.82436)-0.25(1.74145)=-1.80363 .$$

The second is $-F^0_{3/2}$, as it should be. For $p_{1/2}$, $V^0=1.74468$ and $V^1=1.78625$ give $v_0=-1.80703$ and $v_1=-1.76546$. The mixed element is $0.05870$. Hence $E_2=26.71758$, $E_0=27.19632$, and

$$H_1=\begin{pmatrix}26.80049&0.05870\\0.05870&27.23789\end{pmatrix}.$$

The mean of the diagonal is $27.01919$ and half its difference is $0.21870$. The roots are

$$27.01919\pm\sqrt{0.21870^2+0.05870^2}=27.01919\pm0.22644,$$

or $26.79275$ and $27.24563$. In order $J=2,1,0,1$ the model places the levels at 727.0, 729.1, 740.0 and 741.4 eV; the decimal serves to show their spacing within the model and is no claim about the real ion.

**Q.** You derived the matrix and evaluated it with the same algebra. A wrong relative sign in the off-diagonal element would not change the roots.

**A.** It would change the eigenvectors relative to the singlet, so it matters. The twelve-state Hamiltonian was also built directly from anticommuting operators, with angular integrals from quadrature. All its elements, signs included, agree with the transformed ones to better than $10^{-12}$ hartree in the three ions treated.

**Q.** Is jj coupling justified here, or merely convenient?

**A.** As a basis it is complete for this configuration, so the levels do not depend on the choice. As a description of the $J=1$ states it depends on the 2p splitting compared with $R^1$. Take first equal 2p radial functions and no splitting. The repulsion becomes

$$\frac{2R^1}9\begin{pmatrix}2&\sqrt2\\\sqrt2&1\end{pmatrix}=\frac23R^1\,uu^T,\qquad u=\begin{pmatrix}\sqrt{2/3}\\\sqrt{1/3}\end{pmatrix}.$$

It acts on $u$ alone. In this limit, which is the nonrelativistic one, this vector is the singlet: the spin-independent operator $C_{1M}$ applied to the closed shell creates the two components in the ratio of their reduced elements, $\sqrt2:1$, without changing the total spin. The other $J=1$ state joins $J=0$ and $J=2$ in a degenerate triplet, with the singlet $\tfrac23R^1$ above. That is the LS limit.

If the splitting dominates, each $J=1$ state has one hole $j$. The admixed weight is then about the squared ratio of the off-diagonal element to the diagonal difference.

| Ion | 2p splitting (hartree) | $R^1_{33}$ (hartree) | $2p_{3/2}$ weight, lower $J=1$ | singlet weight, lower $J=1$ |
|---|---|---|---|---|
| Si$^{4+}$ | 0.025 | 0.066 | 0.621 | 0.083 |
| Fe$^{16+}$ | 0.482 | 0.187 | 0.983 | 0.539 |
| Mo$^{32+}$ | 4.109 | 0.344 | 0.999 | 0.641 |

The last column is the weight of $u$. It is the exact spin-singlet weight only in the nonrelativistic limit, since with Dirac spinors the total spin is not sharp even for the closed shell. The LS values of the last two columns are $\tfrac13$ and 0; the jj values are 1 and $\tfrac23$. From Si$^{4+}$ to Mo$^{32+}$ the splitting grows about 160-fold and $R^1_{33}$ about fivefold, which drives the change.

**Q.** Iron has 98 per cent jj purity, but its singlet weight is still 0.54, well short of $\tfrac23$. Which column should I trust?

**A.** Both; they respond at different orders. Write the lower state as $(\cos\theta,-\sin\theta)$. Its $p_{3/2}$ weight, $1-\sin^2\theta$, departs from one quadratically. Its singlet weight,

$$\left(\sqrt{\tfrac23}\cos\theta-\sqrt{\tfrac13}\sin\theta\right)^2,$$

departs from $\tfrac23$ linearly. For iron $\sin^2\theta=1-0.9829=0.0171$, so $\sin\theta=0.1308$ and $\cos\theta=0.9914$. The bracket is $0.8095-0.0755=0.7340$, with square 0.539. A property that depends on the singlet amplitude can thus be far from its jj value while the hole is nearly pure.

**Q.** How far do you trust the energies themselves?

**A.** The numerical part is under control. The basis reproduces the tested one-electron energies to within $2\times10^{-7}$ of their values, and a shifted basis moves the iron levels by at most $3\times10^{-6}$ hartree. Two control bases for iron with wider exponent spacing have relative 3s errors of $6.6\times10^{-5}$ and $1.1\times10^{-4}$; the larger error belongs to the one that starts at the lower exponent. The numerical output gives these checks and the levels of all three ions.

The model error is another matter, and these checks do not measure it. Relaxation of the core around the hole, correlation, mixing with other configurations, the Breit interaction, radiative corrections and nuclear size are left out. The transformation itself survives a better effective two-body interaction if that is rotationally invariant. The derivation needs a closed-shell reference. For an open shell the spinors are no longer either filled or empty, the contractions used above do not hold, and the formula cannot in general be relied on.

## Calculated quantities

```
recoupling and inverse, largest error: 4.4e-16
radial integrals, largest relative error: 2.5e-08
singlet vector (3/2,1/2): 0.816497 0.577350
relative one-electron energy error (worst state)
  control, Z=26, ratio 2.3 from 5.0e-04 Z^2: 6.6e-05 (3s)
  control, Z=26, ratio 2.3 from 1.5e-04 Z^2: 1.1e-04 (3s)
  basis used, Z=14: charge Z 7.5e-08 (1s), charge Z-9 1.5e-08 (3s)
  basis used, Z=26: charge Z 9.8e-08 (1s), charge Z-9 2.5e-08 (1s)
  basis used, Z=42: charge Z 1.8e-07 (1s), charge Z-9 6.9e-08 (1s)
Fe16+ in detail, energies in Ha
orbital energies 2p1/2, 2p3/2: -46.93430 -46.45216
<3s|F|3s>: -17.93095
gaps <3s|F|3s>-e(2p), j=3/2, 1/2: 28.52121 29.00335
F0(3s,2p3/2), F0(3s,2p1/2): 1.80363 1.80703
R1 exchange 3/2-3/2, 1/2-1/2, 3/2-1/2: 0.18656 0.18707 0.18679
pair element, holes 3/2,3/2, J'=1: 1.82436
pair element, holes 3/2,3/2, J'=2: 1.74145
  J=1: 6j for these J' = -0.083333 0.250000; v_J = -1.72072
  J=2: 6j for these J' = 0.250000 0.050000; v_J = -1.80363
pair element, holes 1/2,1/2, J'=0: 1.74468
pair element, holes 1/2,1/2, J'=1: 1.78625
  J=0: 6j for these J' = -0.500000 0.500000; v_J = -1.80703
  J=1: 6j for these J' = 0.500000 0.166667; v_J = -1.76546
pair element, holes 3/2,1/2, J'=1: 0.05870
  J=1: 6j for these J' = -0.333333; v_J = 0.05870
J=1 matrix (33, 11, 31): 26.80049 27.23789 0.05870
levels J=2,1,0,1 [Ha]: 26.71758 26.79275 27.19632 27.24563
largest level shift in a shifted basis: 2.9e-06 Ha
1 Ha = 27.211386 eV
Si4+ (Z=14) levels J=2,1,0,1 [eV]: 105.239 105.597 105.922 106.763
  2p splitting, G1(3s,2p3/2) [Ha]: 0.02542 0.06616
  lower J=1: weight of 2p3/2 hole 0.6210, singlet 0.0829
  upper J=1: weight of 2p1/2 hole 0.6210, singlet 0.9171
  Fock-space check, largest difference: 2.0e-14 Ha
Fe16+ (Z=26) levels J=2,1,0,1 [eV]: 727.022 729.068 740.049 741.391
  2p splitting, G1(3s,2p3/2) [Ha]: 0.48214 0.18656
  lower J=1: weight of 2p3/2 hole 0.9829, singlet 0.5388
  upper J=1: weight of 2p1/2 hole 0.9829, singlet 0.4612
  Fock-space check, largest difference: 8.5e-14 Ha
Mo32+ (Z=42) levels J=2,1,0,1 [eV]: 2380.833 2384.914 2492.153 2494.331
  2p splitting, G1(3s,2p3/2) [Ha]: 4.10864 0.34403
  lower J=1: weight of 2p3/2 hole 0.9993, singlet 0.6410
  upper J=1: weight of 2p1/2 hole 0.9993, singlet 0.3590
  Fock-space check, largest difference: 2.6e-13 Ha
```
